# Excess Noise of Electron-Initiated Avalanche with Constant Ionisation Ratio, part 1

(Sections cited here and not found follow in the second part.)

## First half: from single ionisations to the noise factor

Q: An avalanche layer turns one entering electron into $M$ leaving electrons. If the current is multiplied by $M$, so is its fluctuation. What is left to calculate?

A: The number $M$ is a mean. One electron may cross the layer without ionising at all, and the next may start a long chain of events. Let $N$ be the number of electrons that leave for one that enters, with the entering electron included. Angle brackets denote the average over many such trials. The two quantities we need are

$$M=\langle N\rangle,\qquad F=\frac{\langle N^2\rangle}{\langle N\rangle^2}.$$

Since $\langle N^2\rangle=M^2+\mathrm{Var}\,N$, this means

$$F=1+\frac{\mathrm{Var}\,N}{M^2}.$$

If every electron gave the same $N$, we should have $F=1$, and your statement would be complete. Any spread in $N$ makes $F$ larger than one. This $F$ is called the excess noise factor.

Q: Then $F$ depends on the whole history of the avalanche. What do you assume about that history?

A: The layer occupies $0<x<W$. The field drives electrons towards $+x$ and holes towards $-x$. An electron at $x$ has probability $\alpha(x)\,dx$ of creating a new electron-hole pair while it advances by $dx$. A hole has probability $\beta(x)\,dx$ over the same length. Both $\alpha$ and $\beta$ are therefore rates per unit length. There are four further assumptions.

1. The rates depend on position alone. In particular, a carrier that has just ionised, or has just been created, can ionise again at once. This is what "no dead space" means.
2. Carriers act independently, and the charge in the avalanche does not alter the field.
3. No carrier recombines or is trapped.
4. The ratio $k=\beta(x)/\alpha(x)$ is the same at every $x$, although $\alpha$ itself may vary.

I shall say where the fourth assumption enters, because much of the argument does without it.

Q: The first one worries me. Ionisation costs energy, so the electron must be slower afterwards.

A: It must, and it needs some distance to recover. The model neglects that distance in comparison with the mean distance between ionisations, $1/\alpha$. For a real layer this is an approximation whose size has to be found, and the second half does so for a silicon example. For now it is part of the definition of the problem.

Q: Very well. But the avalanche is a tangle. Electrons make holes, the holes run back and make electrons, and these cross the layer again. Where do you take hold of it?

A: At a single pair. Let $N(x)$ be the total number of pairs descended from a pair born at $x$, with that pair itself counted. Its electron travels from $x$ to $W$, and its hole travels from $x$ to $0$. By the first assumption, the ionisations of that electron form a Poisson process with rate $\alpha$ on $(x,W)$, and those of the hole form one with rate $\beta$ on $(0,x)$. If these events happen at positions $x_1,x_2,\dots$, each creates a new pair there, and each new pair starts a family of its own. Hence

$$N(x)=1+\sum_i N_i(x_i).\tag{1}$$

The $N_i$ are independent of one another, and $N_i(x_i)$ has the same distribution as the descendants of any pair born at $x_i$.

Q: You follow only the direct daughters. Where are the granddaughters?

A: Inside the terms $N_i(x_i)$. An event caused by the daughter's electron or hole belongs to the daughter's family. An event caused by the original electron later in its flight starts another term in the sum. Every pair thus has one parent, and nothing is counted twice.

Q: The avalanche begins with an electron alone, though, and not with a pair.

A: A pair born at $x=0$ has a hole with no distance left to travel. It leaves at once without ionising, so the pair acts as a lone electron entering at $0$. Without recombination every electron finally leaves at $W$, so the number of pairs counted by $N(0)$ is the number of electrons that leave. Therefore $N=N(0)$.

Q: Show me the mean first.

A: Write $m(x)=\langle N(x)\rangle$, so that $M=m(0)$. A short interval $dx'$ on the electron's path contains an event with probability $\alpha(x')\,dx'$, and such an event adds $m(x')$ on average. The hole's path contributes in the same way with $\beta$. Summing over both paths gives

$$m(x)=1+\int_x^W\alpha\,m\,dx'+\int_0^x\beta\,m\,dx'.\tag{2}$$

Now differentiate with respect to $x$. The first integral has $x$ as its lower limit and gives $-\alpha m$. The second has it as its upper limit and gives $+\beta m$. Thus

$$m'=-(\alpha-\beta)\,m.\tag{3}$$

If $\alpha$ or $\beta$ jumps somewhere, this holds on each side of the jump, and $m$ stays continuous.

Q: A differential equation has lost the constant 1 in (2). How do you recover it?

A: From the two ends. At $x=0$ the hole integral is empty, and at $x=W$ the electron integral is empty:

$$M-1=\int_0^W\alpha\,m\,dx,\qquad m(W)-1=\int_0^W\beta\,m\,dx.$$

This is the first place where constant $k$ is used. Putting $\beta=k\alpha$ in the second integral makes it $k$ times the first, so $m(W)-1=k(M-1)$, or

$$m(W)=1-k+kM.\tag{4}$$

For $\beta=k\alpha$, equation (3) also integrates directly. Define the total electron ionisation strength $A=\int_0^W\alpha\,dx$. Then

$$m(W)=M\,e^{-(1-k)A}.$$

Equating this to (4) and collecting the terms in $M$ gives $M\left[e^{-(1-k)A}-k\right]=1-k$, and so

$$M=\frac{1-k}{e^{-(1-k)A}-k}.\tag{5}$$

Q: That is undefined at $k=1$, and it can become negative. Neither looks like a mean number of electrons.

A: The first is a removable gap. Put $k=1-\epsilon$ with small $\epsilon$. The numerator is $\epsilon$. The denominator is $1-\epsilon A-(1-\epsilon)$ to first order, which is $\epsilon(1-A)$. The limit is $M=1/(1-A)$. Equation (2) gives the same directly: when $\alpha=\beta$, $m$ is constant and $M=1+AM$.

The second marks a real boundary. For $k>0$ and $k\neq1$, the denominator of (5) vanishes when $e^{-(1-k)A}=k$, that is, at

$$A_{\rm b}=\frac{\ln(1/k)}{1-k}.\tag{6}$$

This is breakdown, and its limit at $k=1$ is $A_{\rm b}=1$. Below $A_{\rm b}$ the gain (5) is positive, both for $k<1$ and for $k>1$; in the latter case numerator and denominator are both negative. For $k=0$ we have $M=e^A$, which is finite for every finite $A$: without ionising holes, nothing carries the avalanche back upstream.

Q: You derived (5) by supposing that the mean is finite. Below breakdown, how do you know that it is?

A: Cut the family tree off after $n$ generations of descendants, and call the mean size of the cut tree $m_n(x)$. Let $K$ be shorthand for the operation in (2),

$$(Kf)(x)=\int_x^W\alpha f\,dx'+\int_0^x\beta f\,dx'.$$

Then $m_0=1$ and $m_{n+1}=1+Km_n$. Let $m$ now be the positive function found from (3) and (5). It does satisfy (2): by (3), the difference $D$ between the two sides of (2) does not depend on $x$. At the ends we have $M-1=D+I$ and $m(W)-1=D+kI$, where $I=\int_0^W\alpha m\,dx$. Equation (4) then requires $D+kI=k(D+I)$, hence $(1-k)D=0$ and $D=0$ for $k\ne1$. At $k=1$ we have already solved (2) directly.

Since $m=1+Km$ and $Km\ge0$, we have $m_0\le m$. If $m_n\le m$, then $m_{n+1}=1+Km_n\le1+Km=m$. So every cut tree has a mean no larger than $m$. The means $m_n$ grow with $n$ towards the mean of the full tree, which is therefore finite. Being finite, it obeys (2), and the steps above allow (2) just one finite solution, namely $m$.

At or above breakdown the same steps show that a finite mean is impossible: it would have to satisfy (5), which then offers no positive finite value.

Q: Now the fluctuations. I expect the variance of (1) to be the sum of the variances of the families.

A: That would be right if the number of families were fixed. Here the number of events fluctuates too. Take one short interval $dx'$ on the electron's path. Its contribution to $N(x)$ is zero with probability $1-\alpha\,dx'$, and it is a random family size $N(x')$ with probability $\alpha\,dx'$. Write $Q(x)=\langle N(x)^2\rangle$. The variance of this contribution is its mean square less the square of its mean:

$$\alpha\,Q(x')\,dx'-\left[\alpha\,m(x')\,dx'\right]^2.$$

The second term is of order $(dx')^2$ and vanishes when the intervals are summed in the limit $dx'\to0$. What remains contains the full second moment $Q$, and not just the variance $Q-m^2$ of one family. The difference, $\alpha m^2dx'$, is the noise from whether the event happens at all.

Q: Can you add the intervals as if they were independent?

A: Yes. Poisson events in separate intervals are independent, the electron and hole paths are independent, and so are the families that start there. The constant 1 in (1) has no variance. The total is therefore

$$Q(x)-m(x)^2=\int_x^W\alpha\,Q\,dx'+\int_0^x\beta\,Q\,dx'.\tag{7}$$

Differentiating as before gives $Q'-2mm'=-\alpha Q+\beta Q$, or

$$Q'=2mm'-(\alpha-\beta)Q.\tag{8}$$

Q: This has a source term and variable coefficients. Surely the answer now depends on the shape of $\alpha(x)$.

A: The last term of (8) has the same coefficient as (3), which suggests looking at the ratio $Q/m$. The quotient rule, followed by (8) and (3), gives

$$\left(\frac{Q}{m}\right)'=\frac{Q'}{m}-\frac{Q\,m'}{m^2}
=2m'-(\alpha-\beta)\frac{Q}{m}+(\alpha-\beta)\frac{Q}{m}=2m'.$$

The terms with the rates cancel. Integration gives

$$Q=2m^2+c\,m,\tag{9}$$

where $c$ does not depend on $x$. The shape of the field affects $m(x)$, but the relation between $Q$ and $m$ is the same at every point.

Q: Have you used constant $k$ here?

A: No. Equation (9) needs finite moments, but any $\alpha(x)$ and $\beta(x)$ will do. We never divided by $\alpha-\beta$, so the two may even cross. As a test, take a layer of unit width with $\alpha=1.2(0.3+x)$ and $\beta=0.9(1-x)$, and solve the discretised equations (2) and (7). Across the layer $m$ then varies by about 3.22, while $Q/m-2m$ varies by $2.6\times10^{-6}$.

Q: One constant is still missing, and all the noise could be hidden in it.

A: It is fixed by the ends of the layer, and here constant $k$ is needed again. Equation (7) gives

$$Q(0)-M^2=\int_0^W\alpha Q\,dx,\qquad
Q(W)-m(W)^2=\int_0^W\beta Q\,dx.$$

With $\beta=k\alpha$ the second integral is $k$ times the first, so

$$Q(W)-m(W)^2=k\left[Q(0)-M^2\right].\tag{10}$$

Insert (9) at both ends. On the left, $2m(W)^2-m(W)^2$ leaves $m(W)^2$; on the right, $2M^2-M^2$ leaves $M^2$:

$$m(W)^2+c\,m(W)=k\left(M^2+cM\right).$$

Move the terms with $c$ to one side:

$$c\left[m(W)-kM\right]=kM^2-m(W)^2.$$

By (4), the bracket is $1-k$. The square of (4) is

$$m(W)^2=(1-k)^2+2k(1-k)M+k^2M^2.$$

On the right-hand side, $kM^2-k^2M^2=k(1-k)M^2$. Every term now contains $1-k$, and for $k\ne1$ we may divide by it:

$$c=kM^2-2kM-(1-k).\tag{11}$$

Q: And the noise factor?

A: At $x=0$, equation (9) gives $F=Q(0)/M^2=2+c/M$. With (11),

$$F=2+kM-2k-\frac{1-k}{M}.$$

The terms $2-2k$ combine to $2(1-k)$, and therefore

$$F=kM+(1-k)\left(2-\frac1M\right).\tag{12}$$

This is McIntyre's formula for electron injection. The width and the shape of $\alpha(x)$ enter through $M$ alone.

Q: You divided by $1-k$. Does the formula survive at $k=1$?

A: It does, but that case needs its own argument, because (10) then says nothing new. For $\alpha=\beta$, equations (3) and (8) make both $m$ and $Q$ constant. Equation (7) becomes $Q-M^2=AQ$, so $Q=M^2/(1-A)$. Since $M=1/(1-A)$, this is $Q=M^3$, and $F=Q/M^2=M$. Equation (12) gives the same value at $k=1$.

## Second half: validity, meaning and a silicon layer

The layer occupies $0<x<W$; electrons enter at $0$ and drift towards $W$. The ionisation rates are $\alpha(x)$ for electrons and $\beta=k\alpha$ for holes, with $A=\int_0^W\alpha\,dx$. A pair born at $x$ has $N(x)$ descendants, itself included, with mean $m(x)$ and second moment $Q(x)$. The gain is $M=m(0)$, and $m(W)=1-k+kM$. Below breakdown, equations (5), (9), (11) and (12) read

$$M=\frac{1-k}{e^{-(1-k)A}-k},\qquad Q=2m^2+cm,$$

$$c=kM^2-2kM-(1-k),\qquad F=kM+(1-k)\left(2-\frac1M\right).$$

Q: You proved that the mean is finite below breakdown. A distribution can have a finite mean and an infinite variance. Why not this one?

A: First we need to know that the solution for $Q$ is positive. Since $2m(W)=2(1-k)+2kM$, the constant can be written as $c=1-k+kM^2-2m(W)$. Hence

$$\frac{Q}{m}=1-k+kM^2+2\left[m(x)-m(W)\right].\tag{13}$$

For $k\le1$, $m$ does not increase with $x$, so the bracket is not negative, and $1-k+kM^2$ is positive. For $k>1$, $m$ rises with $x$ and is smallest at $x=0$. There (13) becomes

$$1-k+kM^2+2M-2(1-k)-2kM=k(M-1)^2+2M-1,$$

which is positive because $M\ge1$. So $Q>0$ throughout the layer.

Q: Positivity of a formula is not yet finiteness of the true moment.

A: The cut trees supply the link. This $Q$ satisfies the integral equation (7), by the same end-point argument as for the mean: the two sides differ by a constant $D$, and (10) forces $(1-k)D=0$. The case $k=1$ was solved directly. With $K$ as in the first half, (7) reads $Q=m^2+KQ$.

Let $Q_n$ be the second moment of the tree cut after $n$ generations. It starts from $Q_0=1\le m^2\le Q$ and obeys $Q_{n+1}=m_{n+1}^2+KQ_n$. If $Q_n\le Q$, then, since $m_{n+1}\le m$, we have $Q_{n+1}\le m^2+KQ=Q$. All the cut trees respect the same finite bound, and their second moments grow towards that of the full tree. That moment is therefore finite, obeys (7), and is the solution we found.

Below breakdown, the mean and second moment of the avalanche are finite, and for constant $k$ and no dead space they give McIntyre's formula (12) for the excess noise factor. It remains to test the formula against an independent calculation, connect it to the noise of a measured current, and find how well it holds for a silicon layer.
